# Schottky-Barrier Tunneling: Transfer Matrices and the Limits of WKB

## Choosing the transmission routine

A calculation of contact resistivity needs the transmission probability \(T(E)\) at many energies. The decision is whether a WKB exponential will do or whether the wave equation must be solved at each energy. For the heavily doped contact treated below, the bare exponential makes the resistivity 2.2 times too large relative to the wave solution of the same model; the size and even the sign of this error depend on how the interface is modelled. An interface factor reduces the error to 20%, but does not remove it.

The model is one-dimensional. A free-electron metal of mass 1 fills \(x<0\), and an n-type semiconductor with mass \(m\) normal to the interface fills \(x>0\). Atomic units are used in the algebra, and \(E\) is measured from the bulk conduction-band edge. The metal band bottom lies \(E_m\) below that edge. The velocities on the two sides are

\[
v_m=\sqrt{2(E+E_m)},\qquad v_s=\sqrt{2E/m}.
\]

Let \(N\) be the donor density and \(\epsilon\) the dielectric constant. If the barrier region contains no mobile electrons, Poisson's equation for the electron's potential energy is \(V''=4\pi N/\epsilon\). With \(V(W)=V'(W)=0\), two integrations give

\[
V(x)=\frac{2\pi N}{\epsilon}(W-x)^2=V_b\left(1-\frac{x}{W}\right)^2,
\qquad W=\sqrt{\frac{\epsilon V_b}{2\pi N}},
\]

for \(0<x<W\), and \(V=0\) beyond. Here \(V_b\) is the band bending. The downward slope at the interface is \(F=-V'(0)=2V_b/W\). Writing \(V''=m\omega^2\) defines

\[
\omega=\sqrt{\frac{4\pi N}{\epsilon m}}=2E_{00},\qquad V_b=\tfrac12m\omega^2W^2 .
\]

The energy \(E_{00}\) sets the scale of tunneling in this barrier.

## The transfer-matrix algorithm

The model takes both \(\psi\) and \(\phi=\psi'/m\) as continuous where the mass changes. This rule conserves flux, but at a real metal–semiconductor interface it is an assumption, not a derived result. The Schrödinger equation becomes

\[
\psi'=m\phi,\qquad \phi'=2(V-E)\psi .
\]

Divide the barrier into cells of width \(h\) and give each cell the potential \(V_j\) at its midpoint. With \(q_j=\sqrt{2m(E-V_j)}\), the constant-coefficient solution, carried from the right edge to the left edge, is

\[
\begin{pmatrix}\psi\\ \phi\end{pmatrix}_{x-h}=
\begin{pmatrix}\cos q_jh&-(m/q_j)\sin q_jh\\ (q_j/m)\sin q_jh&\cos q_jh\end{pmatrix}
\begin{pmatrix}\psi\\ \phi\end{pmatrix}_{x}.
\]

The entries remain real when \(q_j\) is imaginary. Start at \(W\) with the outgoing wave, \((\psi,\phi)=(1,iv_s)\), and multiply back to \(x=0\). In the barrier the required solution grows in this direction, so rounding errors do not overtake it.

In the metal, \(\psi=Ae^{ikx}+Be^{-ikx}\). At \(x=0\) this means \(\psi=A+B\) and \(\phi=iv_m(A-B)\), hence

\[
A=\frac12\left(\psi(0)+\frac{\phi(0)}{iv_m}\right),\qquad
T=\frac{v_s}{v_m|A|^2}.
\]

The second formula is the transmitted flux \(\mathrm{Im}(\psi^*\phi)=v_s\) divided by the incident flux. Each matrix is real with determinant 1, and therefore preserves \(\mathrm{Im}(\psi^*\phi)\). It follows that \(T+R=1\) even for a very coarse staircase, so this sum says nothing about discretization error.

That error follows from the ratio \(\lambda=\phi/\psi\), which obeys

\[
\lambda'=\frac{\phi'}{\psi}-\frac{\phi\psi'}{\psi^2}=2(V-E)-m\lambda^2 .
\]

Let \(\delta V\) be a small change of potential. To first order \(\delta\lambda'=2\delta V-2m\lambda\,\delta\lambda\). Since \((\psi^2)'=2m\lambda\psi^2\), multiplication by \(\psi^2\) gives \((\psi^2\delta\lambda)'=2\delta V\psi^2\). The outgoing condition fixes \(\delta\lambda(W)=0\), so

\[
\delta\lambda(0)=-\frac{2}{\psi(0)^2}\int_0^W\delta V\,\psi^2\,dx .
\]

Within a cell let \(\xi\) be the distance from its midpoint. The potential omitted by the staircase is \(V'\xi+\tfrac12V''\xi^2\). Its product with \(\psi^2+(\psi^2)'\xi\) integrates to

\[
\frac{h^3}{12}\left[V'(\psi^2)'+\tfrac12V''\psi^2\right]
\]

at leading order, because odd powers of \(\xi\) cancel. Summing \(W/h\) cells leaves an error of order \(h^2\).

An independent reference avoids the staircase. Put \(z=\sqrt{2m\omega}\,(W-x)\) and \(\eta=E/\omega\). The wave equation becomes

\[
\frac{d^2\psi}{dz^2}=\left(\frac{z^2}{4}-\eta\right)\psi .
\]

For \(\psi=\sum c_nz^n\), equating powers gives

\[
(n+2)(n+1)c_{n+2}=-\eta c_n+\tfrac14c_{n-2},
\quad c_0=1,\quad c_1=-i\sqrt\eta,
\]

with coefficients of negative index zero. The value of \(c_1\) is the outgoing condition, its sign reversed because \(z\) increases towards the metal. Summed at high precision, the series gives \(T=0.0400335\) at the Fermi level of the example below. Staircases of 25 and 100 cells give 0.0400078 and 0.0400319. Their errors, \(2.57\times10^{-5}\) and \(1.6\times10^{-6}\), differ by the factor 16 expected from \(h^2\).

## WKB and the interface factor

Below the barrier top the decay constant is \(\kappa=\sqrt{2m(V-E)}\) and the action is \(S=\int_0^{x_t}\kappa\,dx\), where \(V(x_t)=E\). Put \(y=1-x/W\), \(r=E/V_b\) and \(g=\sqrt{1-r}\):

\[
\begin{aligned}
2S&=2W\sqrt{2mV_b}\int_{\sqrt r}^1\sqrt{y^2-r}\,dy\\
&=W\sqrt{2mV_b}\left[y\sqrt{y^2-r}-r\ln\!\left(y+\sqrt{y^2-r}\right)\right]_{\sqrt r}^{1}\\
&=\frac{V_b}{E_{00}}\left(g-r\,\mathrm{artanh}\,g\right).
\end{aligned}
\]

The last line uses \(W\sqrt{2mV_b}=2V_b/\omega\), and \(\ln[(1+g)/\sqrt r]=\mathrm{artanh}\,g\) because \(r=(1-g)(1+g)\). Bare WKB sets \(T=e^{-2S}\).

A metal contact also has an abrupt edge, which the exponential ignores. At the smooth turning point the potential is locally linear, and the outgoing solution is the Airy combination \(\mathrm{Bi}+i\,\mathrm{Ai}\). On the allowed side the large-argument forms of \(\mathrm{Bi}\) and \(\mathrm{Ai}\) are a cosine and a sine of the same increasing phase, so they combine into \(e^{i\,\mathrm{phase}}\). On the forbidden side \(\mathrm{Bi}\) dominates. Normalizing the outgoing wave to amplitude \(k^{-1/2}\), with \(k\) the local wavenumber, therefore gives

\[
\psi(0)\simeq\kappa_0^{-1/2}e^S,\qquad
\phi(0)\simeq-v_\kappa\psi(0),\qquad
v_\kappa=\frac{\kappa_0}{m}=\sqrt{\frac{2(V_b-E)}{m}},
\]

where \(\kappa_0=\kappa(0)\). The outgoing flux is \(1/m\), and \(A=\tfrac12\psi(0)(1+iv_\kappa/v_m)\). Hence

\[
T\simeq\frac{1/m}{v_m|A|^2}
=\frac{4v_mv_\kappa}{v_m^2+v_\kappa^2}\,e^{-2S}.
\]

This matched form requires a thick barrier and an energy away from both ends of the range \(0<E<V_b\). Its prefactor does not tend to 1 as the barrier thickens, so bare WKB retains a relative error even there, except at an energy where the prefactor happens to equal 1.

## Failure at the barrier top

Dividing fluxes without any WKB assumption gives

\[
T=\frac{|\psi(0)|^2\,\mathrm{Im}\lambda}{v_m|A|^2}
=\frac{4v_m\,\mathrm{Im}\lambda}{|iv_m+\lambda|^2},
\qquad \lambda=\lambda(0).
\]

Near the top, replace the potential by \(V_b-Fx\). Define \(\alpha=(2mF)^{1/3}\) and \(\zeta=\alpha[(V_b-E)/F-x]\). Then \(\psi_{\zeta\zeta}=\zeta\psi\), and the outgoing solution gives

\[
\lambda=-\frac{\alpha}{m}\,
\frac{\mathrm{Bi}'(\zeta)+i\,\mathrm{Ai}'(\zeta)}
{\mathrm{Bi}(\zeta)+i\,\mathrm{Ai}(\zeta)}
\quad\text{at }x=0.
\]

There \(\zeta=(V_b-E)/\delta\), with the energy window

\[
\delta=\frac F\alpha=\left(\frac{F^2}{2m}\right)^{1/3}
=\left(\frac{2V_b^2}{mW^2}\right)^{1/3}=(4E_{00}^2V_b)^{1/3}.
\]

In this linear potential \(S=\tfrac23\zeta^{3/2}\). WKB needs \(S\gg1\), so it fails within roughly \(\delta\) of the top. At fixed \(V_b\) and \(m\), the window grows as \(N^{1/3}\).

At \(E=V_b\), use \(\mathrm{Bi}(0)=\sqrt3\,\mathrm{Ai}(0)\) and \(\mathrm{Bi}'(0)=-\sqrt3\,\mathrm{Ai}'(0)\). The quotient \((-\sqrt3+i)/(\sqrt3+i)\) equals \(e^{2\pi i/3}\), so

\[
\lambda=s\,e^{2\pi i/3},\qquad
s=c\frac{\alpha}{m},\qquad
c=-\frac{\mathrm{Ai}'(0)}{\mathrm{Ai}(0)}
=3^{1/3}\frac{\Gamma(2/3)}{\Gamma(1/3)}\simeq0.729.
\]

Since \(\mathrm{Im}\lambda=\sqrt3s/2\), the transmission at the top is

\[
T_{\rm top}\simeq\frac{2\sqrt3\,v_ms}{v_m^2+\sqrt3\,v_ms+s^2}.
\]

Bare WKB gives 1 here and the matched form gives 0. The first omits reflection at the edge; the second uses a local decay constant that vanishes there.

The linear approximation was tested at \(E=V_b\) and \(V_b\pm\delta\), with the example's band bending held fixed. It agreed with the power series within 8% at \(N=10^{18}\) cm⁻³ and within 2% at \(10^{16}\) cm⁻³.

## Failure for a thin barrier

Now hold \(V_b\) and \(E\) fixed and let \(W\) become small. Integrate the equation for \(\lambda\) back from \(\lambda(W)=iv_s\). With \(G(x)=\int_x^WV\,dx'\), the first step is \(\lambda\simeq iv_s-2G\), because \(2E=mv_s^2\) cancels the constant terms. Inserting this in \(\lambda^2\) gives, at the next order,

\[
\lambda'=2V+4imv_sG .
\]

The required integrals are

\[
\int_0^WV\,dx=\frac{V_bW}{3},\qquad
\int_0^WG\,dx=\int_0^WxV\,dx=\frac{V_bW^2}{12}.
\]

Therefore

\[
\lambda(0)\simeq-\frac{2V_bW}{3}+iw,\qquad
w=v_s\left(1-\frac{mV_bW^2}{3}\right),
\]

\[
T=\frac{4v_mw}{(v_m+w)^2+(2V_bW/3)^2}+O(W^4).
\]

The order of the remainder follows from a symmetry. In the variable \(t=x/W\), the equation and its starting value are unchanged by \(W\to-W\), \(\lambda\to-\lambda^*\). Thus \(\mathrm{Re}\lambda\) is odd in \(W\) and \(\mathrm{Im}\lambda\) is even. The first omitted terms are \(W^3\) and \(W^4\) respectively, and the real part enters \(T\) squared.

As \(W\to0\), \(T\) tends to the velocity-mismatch result \(4v_mv_s/(v_m+v_s)^2\). Bare WKB tends to 1. The matched form tends to its prefactor, which can exceed 1: it assumes that the growing exponential dominates, and a thin barrier gives it no distance in which to do so.

## Failure at the semiconductor band edge

There is a third failure, at the other end of the energy range. Set \(\psi(W)=1\). Flux conservation gives \(|\psi(0)|^2\,\mathrm{Im}\lambda(0)=v_s\). As \(E\to0\), \(\psi\) approaches a real solution that starts at \(W\) with zero slope and grows towards the metal, so \(\psi(0)\) stays finite and nonzero. Hence \(T\propto v_s\propto\sqrt E\). Both WKB forms instead approach nonzero constants, the bare one being \(e^{-V_b/E_{00}}\).

The scale follows from the turning point's distance from the depletion edge, \(u_t=\sqrt{2E/m}/\omega\). The local slope is \(m\omega^2u_t\), and the local Airy length is \(\ell=(2m^2\omega^2u_t)^{-1/3}\). Thus

\[
\left(\frac{u_t}{\ell}\right)^3=2m^2\omega^2u_t^4=\frac{8E^2}{\omega^2},
\qquad
\frac{u_t}{\ell}=2\left(\frac{E}{2E_{00}}\right)^{2/3}.
\]

The linear turning-point match is justified when this ratio is large, and it fails once \(E\) falls below about \(2E_{00}\). This matters for a degenerate contact, whose current flows near and below a Fermi level that may lie within this range.

## A heavily doped silicon contact

Take (100) silicon with \(N=10^{20}\) cm⁻³, \(\epsilon=11.7\) and a barrier of 0.6 eV above the Fermi level, as rough typical values for a silicide contact. The conduction band has six valleys with masses \(m_l=0.92\) and \(m_t=0.19\). Four present the light mass along the interface normal and carry nearly all the current, so \(m=0.19\). The metal is a free-electron model with a Fermi energy of 7 eV.

Filling six ellipsoidal valleys at zero temperature gives

\[
N=\frac{6(2m_d\mu)^{3/2}}{3\pi^2},\qquad m_d=(m_lm_t^2)^{1/3},
\]

and \(\mu=0.0740\) eV. Thus \(V_b=0.6740\) eV and \(E_m=7-0.0740=6.926\) eV. The width is 29.52 angstrom (2.95 nm), and \(F=2(0.6740)/29.52=0.0457\) eV/angstrom corresponds to a field of 4.57 MV/cm.

At the Fermi level \(r=0.1098\) and \(g=0.9435\). With \(V_b/E_{00}=5.413\),

\[
2S=5.413\,[0.9435-0.1098(1.769)]=4.056,\qquad e^{-2S}=0.0173.
\]

The velocity ratio is \(v_\kappa/v_m=\sqrt{0.6/(0.19\times7)}=0.672\). The interface factor is \(4(0.672)/(1+0.672^2)=1.85\), which raises the estimate to 0.0321. The transfer matrix gives 0.0400.

The table gives errors relative to the transfer-matrix \(T\), in percent. The lower doping uses the same \(V_b\) and \(E_m\), which isolates the effect of width.

| \(E\) (eV) | \(10^{18}\), bare | \(10^{18}\), matched | \(10^{20}\), bare | \(10^{20}\), matched |
|---:|---:|---:|---:|---:|
| 0.0135 | −55 | −16 | −49 | −4 |
| 0.0740 | −47 | −1.3 | −57 | −20 |
| 0.2022 | −43 | −0.1 | −40 | +6 |
| 0.3370 | −37 | +0.9 | −17 | +31 |
| 0.4718 | −22 | +4 | +10 | +46 |
| 0.6066 | +60 | +33 | +37 | +13 |
| 0.6740 | +129 | −100 | +40 | −100 |

At \(10^{18}\) cm⁻³ the window \(\delta\) is 0.0748 eV. The matched form is accurate to 4% or better in the four rows from 0.0740 to 0.4718 eV, that is, from about \(3(2E_{00})\) above the band edge to \(2.7\delta\) below the top. At \(10^{20}\) cm⁻³ those same margins would need \(3(0.249)+2.7(0.347)=1.68\) eV, far more than the available 0.674 eV. The two failure regions overlap.

Small errors at the higher doping are therefore no sign of a valid approximation. The bare error changes sign between 0.3370 and 0.4718 eV. The matched form is 4% low at 0.0135 eV, yet must become too large as \(E\to0\), where the true \(T\) vanishes.

At the top the Airy formula can be evaluated by hand. Since \(\alpha^2/(2m)=\delta\),

\[
\frac{s}{v_m}=c\sqrt{\frac{\delta}{m(V_b+E_m)}}
=0.729\sqrt{\frac{0.3471}{0.19(7.6)}}=0.357,
\]

which gives \(T_{\rm top}=0.709\), against 0.715 from the transfer matrix. Even at \(E=1.2V_b\), where bare WKB is taken as 1, the transmission is 0.81.

For the thin limit, hold \(E=V_b/2\) and vary \(W\). Then \(2S=0.0488W\), with \(W\) in angstrom, and falls below 1 at about 20 angstrom. At 10 angstrom the transfer matrix gives 0.699, bare WKB 0.614 and the matched form 0.975. At 1 angstrom they give 0.883, 0.952 and 1.51; the last is not a probability. The thin-barrier formula gives 0.883 there, close to the step limit 0.885. At 30 angstrom it returns −3.03, because \(mV_bW^2/3\) is near 5 and the expansion no longer applies. The narrowest widths probe the mathematics: at fixed \(V_b\), 10 angstrom already needs \(8.7\times10^{20}\) donors per cm³.

## From transmission to contact resistivity

Assume that transverse momentum is conserved. Including spin, a channel has conductance \(T/\pi\) in atomic units. For \(g_v\) valleys with transverse masses \(m_1,m_2\), integrate over \(d^2k/(2\pi)^2\). Constant-energy ellipses give \(d^2k=2\pi\sqrt{m_1m_2}\,dE_\parallel\), so at zero temperature

\[
\frac GA=\frac{g_v\sqrt{m_1m_2}}{2\pi^2}\int_0^\mu T(E)\,dE .
\]

At finite temperature, \(\int_0^\infty[-f'(E+E_\parallel)]\,dE_\parallel=f(E)\) places the Fermi function in the integrand and extends the upper limit to infinity.

Here \(g_v=4\) and \(\sqrt{m_1m_2}=\sqrt{0.92\times0.19}=0.418\). The resistivity is \(2.19\times10^{-8}\) ohm cm² from transfer matrices, \(4.91\times10^{-8}\) from bare WKB and \(2.63\times10^{-8}\) from the matched form. The first corresponds to a mean \(T\) of 0.023 below the Fermi level. The ratios of the two WKB resistivities to the first, 2.25 and 1.20, depend on the interface model. For metal Fermi energies from 3 to 11 eV the bare ratio runs from 2.54 to 1.98 and the matched ratio from 1.27 to 1.18. If \(\psi'\) rather than \(\psi'/m\) is taken as continuous at the edge, the wave resistivity is 3.9 times larger, bare WKB gives 0.58 of it, and the matched form, with \(v_m\) replaced by \(v_m/m\), gives 1.12 of it.

These values compare three methods within one model. They do not predict the resistivity of a real contact, even to the first digit. Changing one assumption at a time multiplies the transfer-matrix resistivity as follows:

- The image force, which lowers the top by 0.23 eV, gives 0.52 when its divergence is capped at the metal band bottom and its tail is cut off at \(W\). The factor depends on these choices: keeping the tail gives 0.50, capping at the bulk band edge gives 0.57, and moving the image plane 1 angstrom into the metal gives 0.64.
- A two-band decay law with a 1.12 eV gap gives 0.50. This overstates the effect in silicon, where 1.12 eV is the indirect gap: at the valley's conserved transverse momentum the valence states lie several eV below the conduction band, so the decay is closer to parabolic.
- Mobile-electron screening in the Thomas–Fermi approximation gives 1.52.
- Operation at 300 K, with the Fermi level recalculated, gives 0.84.
- Supplying the valley's transverse momentum in the metal, which takes 3.69 eV from the normal motion, gives 0.89.
- Adding the two heavy valleys gives 0.999.

These factors need not multiply when the effects act together. The mean dopant spacing, 21.5 angstrom, is also comparable with the barrier width, so a smooth donor charge is doubtful; its effect on the resistivity was not calculated. The staircase can accept a modified potential or decay law directly, whereas the matched WKB form needs its turning-point and interface conditions examined again. The numerical output follows.

## Values computed for the example and the checks

```
doping 1.0e+20 cm^-3, barrier 0.6 eV, kappa 11.7
masses light 0.19, heavy 0.92; metal Fermi energy 7.0 eV
Fermi energy above bulk band edge 0.0740 eV
band bending Vb 0.6740 eV
depletion width 29.52 angstrom = 2.952 nm
interface field 4.57 MV/cm
E00 0.1245 eV, Vb/E00 5.413
band-edge scale 2*E00 0.2491 eV
barrier-top window 0.3471 eV
T at Fermi level, 25 cells: 0.0400078
T at Fermi level, 100 cells: 0.0400319
T at Fermi level, 400 cells: 0.0400334
T at Fermi level, power series: 0.0400335
N=1e20 cm^-3, same Vb: W 29.5 angstrom, window 0.3471 eV
 E (eV)   T matrix    bare WKB    matched WKB
 0.0135  1.2260e-02  6.2695e-03  1.1826e-02
 0.0740  4.0034e-02  1.7329e-02  3.2083e-02
 0.2022  1.2758e-01  7.7005e-02  1.3483e-01
 0.3370  2.8628e-01  2.3644e-01  3.7564e-01
 0.4718  4.8240e-01  5.3045e-01  7.0356e-01
 0.6066  6.5080e-01  8.9003e-01  7.3785e-01
 0.6740  7.1487e-01  1.0000e+00  0.0000e+00
N=1e18 cm^-3, same Vb: W 295.2 angstrom, window 0.0748 eV
 E (eV)   T matrix    bare WKB    matched WKB
 0.0135  2.1083e-22  9.3823e-23  1.7697e-22
 0.0740  4.5793e-18  2.4417e-18  4.5206e-18
 0.2022  1.2852e-11  7.3314e-12  1.2837e-11
 0.3370  8.6015e-07  5.4607e-07  8.6756e-07
 0.4718  2.2503e-03  1.7638e-03  2.3394e-03
 0.6066  1.9484e-01  3.1194e-01  2.5860e-01
 0.6740  4.3720e-01  1.0000e+00  0.0000e+00
T at top, Airy closed form, N=1e20: 0.7088
T at E=1.2*Vb, N=1e20: 0.8082
width scan at E=Vb/2=0.3370 eV
 W (angstrom)  T matrix  bare WKB  matched WKB  thin formula
  30  0.2805  0.2310  0.3670  -3.0303
  10  0.6993  0.6136  0.9748  0.5223
   5  0.8294  0.7833  1.2445  0.8188
   2  0.8759  0.9069  1.4409  0.8756
   1  0.8830  0.9523  1.5130  0.8830
bare-step limit of T: 0.8854
contact resistivity, matrix:  2.187e-08 ohm cm^2
contact resistivity, bare:    4.914e-08 ohm cm^2
contact resistivity, matched: 2.629e-08 ohm cm^2
resistivity relative to the matrix value, one effect at a time:
 300 K: 0.840 (Fermi energy 0.0652 eV)
 image force: 0.517 (top lowered by 0.232 eV)
 heavy valleys added: 0.999
 metal transverse momentum: 0.889 (takes 3.69 eV)
 mobile-electron screening: 1.520
 two-band decay, gap 1.12 eV: 0.496
mean dopant spacing 21.5 angstrom
```
